# Where the Sharvin and Maxwell resistances of a circular constriction cross

## Problem

Two identical conductors fill the half-spaces $z<0$ and $z>0$. A thin insulating screen at $z=0$ separates them, except for a circular hole of radius $a$. The conductors have resistivity $\rho=1/\sigma$ and an isotropic parabolic band with spin degeneracy two. The mean free path $l$ is independent of energy and direction, and scattering is elastic and isotropic. There is no barrier in the hole, the bias is small, and $a$ is much larger than the electron wavelength. Resistance means the total between distant reservoirs, both sides included.

1. Find the Sharvin resistance $R_S$, valid for $a\ll l$, in terms of $\rho$, $l$ and $a$.
2. Find the Maxwell resistance $R_M$, valid for $a\gg l$.
3. Show that the two expressions are equal at $a^*=8l/(3\pi)$ and at no other radius.
4. Is their common value the resistance of the constriction at $a^*$?
5. Evaluate the crossing for a copper-like metal at 300 K, with rough electron density $8.5\times10^{22}\ \mathrm{cm^{-3}}$ and resistivity $1.7\ \mu\Omega\,\mathrm{cm}$. Estimate the main neglected effects.

## Solution

**Transport equation.** Write the occupation as $f=f_0+(-\partial f_0/\partial E)\,\psi$, where $f_0$ is a function of the total energy, electrostatic part included. To first order in the bias the electric field then drops out of the equation for $\psi$:

$$l\,\boldsymbol\Omega\cdot\nabla\psi=\bar\psi-\psi .\tag{1}$$

Here $\boldsymbol\Omega$ is the direction of motion and $\bar\psi$ is the average of $\psi$ over directions. Deep in the reservoirs $\psi=+eV/2$ on the left and $-eV/2$ on the right. I count current positive along the electron flow, from left to right, and use $U=\bar\psi/e$ as the voltage, so that all resistances are positive.

### 1. Sharvin resistance

If $a\ll l$, an electron reaching the hole last scattered far away, where its own reservoir fixes the occupation. Right-movers in the hole carry $\psi=eV/2$ and left-movers $-eV/2$. The net current density is therefore the flux of right-going states multiplied by the difference $eV$:

$$J=2e\int_{v_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\left(-\frac{\partial f_0}{\partial E}\right)eV .$$

Put $c=\cos\theta$, $v_z=vc$ and $d^3k=2\pi k^2\,dk\,dc$. Since $v\,dk=dE/\hbar$, the speed cancels. With $\langle k^2\rangle=\int dE\,(-\partial f_0/\partial E)\,k^2$, the conductance per area is

$$g=\frac JV=\frac{2e^2}{8\pi^3\hbar}\,\langle k^2\rangle\,2\pi\int_0^1c\,dc=\frac{e^2\langle k^2\rangle}{4\pi^2\hbar}.\tag{2}$$

In a degenerate metal $\langle k^2\rangle=k_F^2$.

To bring in $\rho$, solve (1) in the bulk with a uniform gradient $\bar\psi'=d\bar\psi/dz$. The solution is $\psi=\bar\psi-lc\,\bar\psi'$: the left side of (1) is $lc\,\bar\psi'$, and so is the right side. Only the second term carries current:

$$J=\frac{2e}{8\pi^3\hbar}\langle k^2\rangle\,2\pi\int_{-1}^{1}c\,(-lc\,\bar\psi')\,dc=-\frac{e\,l\,\langle k^2\rangle}{3\pi^2\hbar}\,\bar\psi' .$$

Because $\bar\psi'=e\,dU/dz$ and $J=-\sigma\,dU/dz$,

$$\sigma=\frac{e^2l\,\langle k^2\rangle}{3\pi^2\hbar},\qquad \frac g\sigma=\frac{3}{4l}.\tag{3}$$

The hole has area $\pi a^2$, so

$$R_S=\frac1{g\pi a^2}=\frac{4\rho l}{3\pi a^2}.\tag{4}$$

The factor $\langle k^2\rangle$ has cancelled from $g/\sigma$. Thermal smearing therefore does not change the ratio, provided $l$ is independent of energy. Direct integration at 300 K gives $gl/\sigma=0.75000$ both for the metal of part 5 and for a dilute gas with its chemical potential $5k_BT$ below the band edge.

The product $\rho l$ contains no scattering rate. Sharvin's resistance does not come from collisions in the hole; it arises because a finite area passes a finite flux of electrons.

### 2. Maxwell resistance

If $a\gg l$, Ohm's law holds locally and $\nabla^2U=0$. The problem is odd under exchange of the two sides, so $U=0$ everywhere in the hole.

A current $I$ injected at a point of the screen spreads over hemispheres of area $2\pi r^2$ and produces the voltage $\rho I/(2\pi r)$. This point solution sends no current through the rest of the screen. By superposition, for $z\ge0$,

$$U(\mathbf r)=-\frac V2+\frac{\rho}{2\pi}\int_{\rm hole}\frac{J(r')\,dS'}{|\mathbf r-\mathbf r'|}.\tag{5}$$

We need a $J$ that makes the integral constant over the hole. Try

$$J(r')=\frac{I}{2\pi a\sqrt{a^2-r'^2}} .$$

Its total is $I$, because $\int_0^a2\pi r'\,dr'/\sqrt{a^2-r'^2}=2\pi a$.

To evaluate (5) at a point of the hole a distance $r$ from the centre, use polar coordinates $(s,\alpha)$ about that point. The area element $s\,ds\,d\alpha$ cancels the denominator $|\mathbf r-\mathbf r'|=s$. Joining opposite directions turns the rays into full chords with $0\le\alpha<\pi$. Along a chord,

$$a^2-r'^2=a^2-r^2-2sr\cos\alpha-s^2=h^2-(s+r\cos\alpha)^2,\qquad h^2=a^2-r^2\sin^2\alpha .$$

The chord ends where this vanishes. With $u=s+r\cos\alpha$,

$$\int\frac{dS'}{|\mathbf r-\mathbf r'|\sqrt{a^2-r'^2}}=\int_0^\pi d\alpha\int_{-h}^{h}\frac{du}{\sqrt{h^2-u^2}}=\pi\cdot\pi=\pi^2 .$$

This does not depend on $r$, as required. Setting $U=0$ in (5) gives

$$\frac V2=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi^2=\frac{\rho I}{4a},\qquad R_M=\frac VI=\frac{\rho}{2a}.\tag{6}$$

Each side contributes $\rho/(4a)$. Solving the integral equation numerically, with the current profile left unknown, gives $R_Ma/\rho=0.50000$.

### 3. The crossing

Dividing (4) by (6),

$$\frac{R_S}{R_M}=\frac{4\rho l}{3\pi a^2}\,\frac{2a}{\rho}=\frac{8l}{3\pi a}.\tag{7}$$

The ratio falls steadily as $a$ grows, so it equals one at a single radius:

$$\boxed{a^*=\frac{8l}{3\pi}\approx0.849\,l}$$

Sharvin's expression is the larger one below $a^*$, and Maxwell's above it. Equating $1/(g\pi a^2)$ with $1/(2\sigma a)$ also gives

$$a^*=\frac{2\sigma}{\pi g},\tag{8}$$

a form that does not require a spherical Fermi surface, as long as the bulk conductivity is isotropic.

### 4. The resistance at the crossing

The common value is not the resistance there. Equation (4) needs $a\ll l$ and (6) needs $a\gg l$, while $a^*$ is comparable with $l$. We must return to (1), whose solution along a trajectory is

$$\psi(\mathbf r,\boldsymbol\Omega)=\int_0^\infty\frac{ds}{l}\,e^{-s/l}\,\bar\psi(\mathbf r-s\boldsymbol\Omega).$$

This is an average over the place of the previous collision, and $\bar\psi$ there is an average over random directions. Repeating the step traces a random flight backwards until it escapes into a reservoir. I take the screen to reflect specularly: where a backward path meets it, the straight line $\mathbf r-s\boldsymbol\Omega$ continues as its mirror image.

For a right-mover in the hole, the backward flight starts on the left. Every further passage through the hole changes its side. If there are $N$ such passages, the reservoir value is $(-1)^N\,eV/2$. Left-movers give the opposite sign. Hence

$$G=G_S\,\langle(-1)^N\rangle,\tag{9}$$

where $G_S=1/R_S$ and the average is over starting points uniform in the hole and directions weighted by $\cos\theta$.

In a simulation the flights must stop at a finite distance $r$. There the voltage differs from its reservoir value by $\rho I/(2\pi r)$. A stopped flight therefore counts as $\pm(1-A/r)$, with $\rho I/(2\pi r)=(V/2)(A/r)$, or $A=\rho/(\pi R)$. Since $A$ contains the unknown $R$, it is found self-consistently.

The results are listed with one standard error, slightly overestimated because the correlated fluctuation of the $A/r$ term is left out:

- At $a=0.1\,l$, $R/R_S=1.086\pm0.001$.
- At $a=4\,l$, $R/R_M=1.150\pm0.017$.
- At $a=a^*$, $R$ is $1.833\pm0.004$ times the common value.

The first two show how far each limiting formula is from the model's resistance on its own side of the crossing. At $a^*$ either formula alone gives little more than half the resistance. The sum $R_S+R_M$, twice the common value, is 9% above the Boltzmann result: a fair estimate, but not an identity.

### 5. A copper-like contact

The free-electron density gives $k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}}$. From (3),

$$\rho l=\frac{3\pi^2\hbar}{e^2k_F^2}=0.657\times10^{-15}\ \Omega\,\mathrm{m^2}.$$

Dividing by $\rho=1.70\times10^{-8}\ \Omega\,\mathrm m$ gives $l=38.7$ nm when unrounded values are carried. Then

$$a^*=0.8488\times38.7\ \mathrm{nm}=32.8\ \mathrm{nm},\qquad \frac{\rho}{2a^*}=\frac{1.70\times10^{-8}\ \Omega\,\mathrm m}{65.7\times10^{-9}\ \mathrm m}=0.259\ \Omega .$$

The Boltzmann resistance at this radius, for a specular screen, is $1.833\times0.259\ \Omega=0.475\ \Omega$. Diffuse reflection at the screen would raise it by about 2%.

| Radius | $R_S$ | $R_M$ |
|---|---|---|
| 10 nm | 2.79 Ω | 0.850 Ω |
| 100 nm | 0.0279 Ω | 0.0850 Ω |

A tenfold change of radius changes $R_S$ a hundredfold and $R_M$ tenfold, and the order of the two is reversed.

**Neglected effects, at $a^*$ unless stated.**

*Fermi-surface necks.* Copper's Fermi surface has eight necks along the body diagonals. Model them as caps missing from the sphere, of rough radius $0.2k_F$, with the screen normal along a cube axis. A cap of angular radius $\beta$ centred on $\mathbf n$ contributes $\pi n_z\sin^2\beta$ to $\int|\cos\theta|\,d\Omega$, which is $2\pi$ for the full sphere. With $n_z=1/\sqrt3$, the lost fraction is

$$\frac{8\pi(0.2)^2/\sqrt3}{2\pi}\approx9\%.$$

In this cap model, by (8) at fixed $\sigma$ and $k_F$, $a^*$ rises by about 10%. This is not a value for copper. The model drops the walls of the necks, which also carry flux along the cube axis, and it does not readjust the rest of the surface to keep the electron count. The result depends on the shape assumed. If the spheres are joined by straight tubes of radius $0.2k_F$, the walls return about as much flux as the caps remove and $g$ changes by less than 2%. A smooth nearly-free-electron surface with the same neck and electron count loses over 10%. The 10% is therefore the scale of the uncertainty from the free-electron sphere, and the actual shift needs the real Fermi surface.

*Screen thickness.* If Ohm's law is applied to a uniform current in the hole, a screen of thickness $t=2$ nm adds $\rho t/(\pi a^2)$, about 4% of $R_M$. Since $t$ is far below $l$, Ohm's law does not hold there and the figure is only a rough guide. In the ballistic picture the wall of the hole decides: specular reflection adds no resistance, while diffuse scattering adds a fraction of about $t/(2a)$ to $R_S$, here 3%.

*Wave effects.* Equation (2) corresponds to $(k_Fa)^2/4$ modes per spin, here about $5\times10^4$. In a hard-wall tube the rim removes about $k_Fa/2$ of them. Counting modes for $k_Fa$ between 40 and 60 gives a mean of 24.8 fewer than the area term, and a mean difference of 0.2 once the rim term is included. For such a tube the relative loss $2/(k_Fa)$ is 0.45% here. A hole in a hard screen of negligible thickness loses less, roughly half as much.

*Heating.* Assume local equilibrium and $\kappa=L\sigma T$, with Lorenz number $L$. Treating $T$ as a function of $U$ and using $\nabla\cdot(\sigma\nabla U)=0$, the heat equation $\nabla\cdot(\kappa\nabla T)+\sigma|\nabla U|^2=0$ becomes $d^2(T^2/2)/dU^2=-1/L$. With $T=T_0$ at $U=\pm V/2$,

$$T_{\max}^2=T_0^2+\frac{V^2}{4L}.$$

At 20 mV this gives about 307 K. Since $a^*$ is comparable with $l$, local equilibrium is doubtful and the figure is only a guide.

**Comparison with real contacts.** The density and resistivity are rough values for bulk copper. In narrow wiring, grain boundaries and surfaces raise $\rho$. At fixed $k_F$ the product $\rho l$ stays fixed, so within this model doubling $\rho$ halves $a^*$. A contact between metal and silicon in a transistor does not satisfy the assumption of identical conductors without a barrier. A good metal–silicon contact has a specific resistance of roughly $10^{-9}\ \Omega\,\mathrm{cm^2}$, or $10^5\ \Omega\,\mathrm{nm^2}$. The ballistic value here is $1/g=1/(1.14\times10^{-3}\ \mathrm{S/nm^2})$, roughly a hundred times smaller. At this radius the interface therefore adds far more than the resistance of the all-metal constriction, and the silicon adds a spreading resistance of its own. The crossing found here does not describe the total resistance of such a contact.

## Values computed for the example and the checks

```
Input electron density (rough): 8.50e+22 cm^-3
Input resistivity (rough): 1.70 microohm cm
Input temperature: 300 K
Fermi wavenumber: 13.60 nm^-1
Fermi energy: 7.05 eV
Mean free path l: 38.7 nm
Product rho*l: 0.657 x 1e-15 ohm m^2
Ballistic conductance per area g: 1.14e-03 S/nm^2
g*l/sigma, degenerate, integrals: 0.75000
g*l/sigma, nondegenerate, integrals: 0.75000
Maxwell R*a/rho, integral equation: 0.50000
  shift from 30 to 60 panels: -3.6e-08
  largest relative error of current profile: 7.2e-08
Crossing a/l, formula: 0.8488
Crossing a/l, root search: 0.8488
Crossing radius: 32.8 nm
Crossing diameter: 65.7 nm
Common value of R_S and R_M: 0.259 ohm
Radius 10 nm: R_S = 2.7902 ohm, R_M = 0.8500 ohm
Radius 100 nm: R_S = 0.0279 ohm, R_M = 0.0850 ohm
Random flights, a = 0.1 l: R/R_S = 1.086 +- 0.001
Random flights, a = 4.0 l: R/R_M = 1.150 +- 0.017
Random flights at crossing: R/common = 1.833 +- 0.004
  shift with stopping radius 8.5 l to 13 l: -0.004 +- 0.008
Boltzmann resistance at crossing: 0.475 ohm
Excess of R_S + R_M over Boltzmann: 9 %
Modes in hole at crossing, area term: 4.98e+04
Rim loss of modes at crossing: 0.45 %
Mode count minus area term, mean for k_F a 40-60: -24.8
Mode count minus area and rim terms, mean: 0.2
Thermal smearing kB*T/E_F: 0.0037
Neck radius / k_F, input (rough): 0.2
Ballistic flux lost to necks: 9.2 %
Rise of crossing radius from necks: 10 %
Bias for heating estimate: 20 mV
Lorenz number: 2.443e-08 V^2/K^2
Peak temperature, local equilibrium: 306.7 K
Screen thickness for estimate: 2 nm
Added resistance / R_M at crossing: 3.9 %
```
